# Does a Longer Post-Exposure Bake Always Sharpen a Chemically Amplified Resist?

**The argument under review**

The manuscript recommends the longest post-exposure bake that throughput allows. Its argument has three steps:

1. Each acid molecule released by the exposure removes protecting groups from the polymer without being consumed, so deprotection continues throughout the bake.
2. The bright regions contain more acid, so the ratio of protected fractions between dark and bright regions keeps growing.
3. The developed edge therefore keeps getting sharper. If a limit appears, acid diffusion is to blame, and an immobile acid would remove it.

The first two steps hold in the model below, the second even when the acid diffuses. The third does not follow. A growing ratio is not a growing difference, and the manuscript never says whether the exposure dose stays fixed as the bake is lengthened. The two cases have different answers, and diffusion plays a different part in each.

**What the bake writes into the resist**

Take a positive resist, in which deprotected material dissolves, exposed to lines of period $p$. Let $x=0$ be the centre of a bright region and $q=2\pi/p$. Let $h$ be the acid concentration as a fraction of the initial acid generator, and $m$ the fraction of protecting groups still present. At low dose the acid is proportional to the local exposure:

$$h(x,0)=h_0(1+C\cos qx),\qquad h_0=c_DE .$$

Here $E$ is the mean dose, $c_D$ the Dill exposure constant and $C$ the image contrast. The bake is isothermal, acid is not lost, and its diffusivity $D$ is constant:

$$\frac{\partial h}{\partial t}=D\frac{\partial^2h}{\partial x^2},\qquad \frac{\partial m}{\partial t}=-k\,h\,m .$$

Two derivatives of $\cos qx$ give $-q^2\cos qx$, so the modulation decays at the rate $\gamma=Dq^2$ while the mean stays constant:

$$h=h_0\left(1+Ce^{-\gamma t}\cos qx\right).$$

Protecting groups are attached to the polymer, which is taken as immobile. Dividing the second equation by $m$ and integrating from $m=1$, with $a=kh_0$, gives

$$-\ln m=k\int_0^t h\,dt'=at\,[1+CM\cos qx],\qquad M(t)=\frac{1-e^{-\gamma t}}{\gamma t}.$$

$M$ is the time average of the decaying factor $e^{-\gamma t'}$. It starts at 1 and falls steadily.

At the nominal edge, $x=p/4$, the cosine is zero and the sine is one. The logarithmic slope there is

$$\frac{\partial\ln m}{\partial x}=qCatM=\frac{qCa}{\gamma}\left(1-e^{-\gamma t}\right).$$

This grows throughout the bake, towards the ceiling $qCa/\gamma$. Diffusion erases the contrast of the *acid*, but it does not erase what the acid has already written. A flattened acid distribution simply stops adding to the logarithmic record. The manuscript's second step survives, with a ceiling.

**Fixed dose: why the edge slope still falls**

The difference in protected fraction across a short distance is set by $\partial m/\partial x=m\,\partial\ln m/\partial x$. At the nominal edge $m=e^{-at}$, so

$$G(t)=\frac{\partial m}{\partial x}=\frac{qCa}{\gamma}\left(1-e^{-\gamma t}\right)e^{-at}.$$

Its relative rate of change shows the two influences separately:

$$\frac{1}{G}\frac{dG}{dt}=\frac{\gamma}{e^{\gamma t}-1}-a .$$

The first term is the continued growth of the logarithmic slope. The second is the loss of protecting groups. The first falls steadily from infinity to zero, so $G$ has one maximum, where $e^{\gamma t}-1=\gamma/a$:

$$t^*=\frac1\gamma\ln\left(1+\frac{\gamma}{a}\right).$$

With $r=\gamma/a$, we have $1-e^{-\gamma t^*}=r/(1+r)$ and $e^{-at^*}=(1+r)^{-1/r}$. Hence

$$G^*=\frac{qC}{r}\,\frac{r}{1+r}\,(1+r)^{-1/r}=qC\,(1+r)^{-1-1/r}.$$

Now let $D\to0$. Since $\ln(1+r)\to r$, the optimum becomes $t^*=1/a$ with height $qC/e_0$, where $e_0=2.718\ldots$ is the base of natural logarithms. The maximum is still there. In this model an immobile acid does not remove the limit, because protecting groups run out at the edge. Diffusion makes the maximum earlier and lower. In the opposite limit, $r\gg1$, the time tends to $\ln r/\gamma$ and the height to $qCa/\gamma$.

The $D=0$ results here and below describe smoothly spread acid. Real acid molecules that cannot move would use up the groups within their reach and leave others untouched. Mean deprotection would then be slower than these equations give. Suppose $\lambda$ acids on average lie within a sharp reach of a group, each removing it at rate $\kappa$, with $\lambda\kappa=a$. Independent placement gives $m=\exp[-\lambda(1-e^{-\kappa t})]$, and the slope peaks where $\lambda(1-e^{-\kappa t})=1$. For $\lambda>1$ the optimum comes later. For $\lambda\le1$ there is none: the slope rises to the plateau $qC\lambda e^{-\lambda}$. At 0.016 acids per nm³, a 2 nm reach gives $\lambda=0.54$.

For an example, take $p=90$ nm, $C=0.8$, $D=1$ nm²/s, $k=0.1$ s⁻¹, $c_D=0.008$ cm²/mJ and a fixed dose of 20 mJ/cm². Then

$$h_0=0.008\times20=0.16,\qquad a=0.1\times0.16=0.016\ \mathrm{s^{-1}},$$

$$q=0.0698\ \mathrm{nm^{-1}},\qquad \gamma=q^2D=0.00487\ \mathrm{s^{-1}},\qquad r=0.305 .$$

The best bake is $\ln(1.305)/0.00487\approx54.6$ s, with $G^*=0.0179$ nm⁻¹. Without diffusion it would be 62.5 s and 0.0206 nm⁻¹. Here consumption sets most of the time scale. With ten times the diffusivity the optimum moves to 28.7 s and the height drops to 0.0087 nm⁻¹.

**Fixed dose: the edge also moves**

Development does not have to stop at $p/4$. Suppose it stops where $m$ equals a threshold $m_{\rm th}$, and define $L=\ln(1/m_{\rm th})$. The developed edge $x_e$ then satisfies

$$at(1+CM\cos qx_e)=L,\qquad \cos qx_e=\frac{L-at}{aCtM}.$$

The remaining line is centred on $x=p/2$ and has width $p-2x_e$. The space first opens at $x_e=0$, and the line disappears at $x_e=p/2$:

$$at(1+CM)=L\ \ \text{(opens)},\qquad at(1-CM)=L\ \ \text{(lost)}.$$

Because $d(tM)/dt=e^{-\gamma t}$, the left sides grow at the rates $a(1\pm Ce^{-\gamma t})$. These are positive for $t>0$ when $D>0$ and $C\le1$, so each event happens once. For $m_{\rm th}=0.4$, $L=0.916$, and numerical solution gives 32.9 s for opening and 137.4 s for loss.

Without diffusion the line would last until $L/[a(1-C)]=286$ s. Even then, in this quencher-free model, the background light in the dark region eventually destroys it, unless $C=1$.

The fixed-dose bake runs as follows. Slopes refer to the nominal edge, and a width of 90 nm means that no space has opened.

| Bake (s) | Acid contrast | $m$ at $p/4$ | $\partial m/\partial x$ (nm⁻¹) | Line (nm) |
|---:|---:|---:|---:|---:|
| 20 | 0.73 | 0.73 | 0.0124 | 90 |
| 60 | 0.60 | 0.38 | 0.0178 | 43 |
| 120 | 0.45 | 0.15 | 0.0119 | 15 |
| 180 | 0.33 | 0.06 | 0.0060 | 0 |

One could object that the slope should be taken at the moving edge. There $m=m_{\rm th}$ is fixed, so the logarithmic slope is a fair measure. Using $\sin^2=1-\cos^2$,

$$S=qaCtM\sin qx_e=q\sqrt{(aCtM)^2-(L-at)^2}.$$

For $D>0$ this vanishes when the space opens and again when the line is lost, so it too has a maximum between them. For $D=0$, put $\tau=at$. Setting the derivative of $C^2\tau^2-(L-\tau)^2$ to zero gives

$$2C^2\tau+2(L-\tau)=0,\qquad \tau=\frac{L}{1-C^2},\qquad S_{\max}=\frac{qLC}{\sqrt{1-C^2}}.$$

In the example this is 159 s and 0.085 nm⁻¹. With diffusion, numerical maximization gives 87 s and 0.054 nm⁻¹. Diffusion matters much more by this measure. The price is line width: the width formula above gives only 28 nm at 90 s, so this optimum does not serve a 45 nm line at this dose and mask.

The manuscript's claim does have one true case here. For $D=0$ and $C=1$, $S=q\sqrt{2L\tau-L^2}$ grows without limit, while the line narrows towards zero. Without a quencher it requires both an immobile acid and a perfectly dark background. A quencher that exceeds the background acid $h_0(1-C)=0.032$ supplies that dark background: for $D=0$ and a quencher of 0.1, $S$ again grows without limit, while the line narrows only towards 31 nm.

**Dose readjusted: what a longer bake buys**

Now hold the line width fixed and lower the dose as the bake is lengthened. With linear exposure, the dose that places the edge at $x$ is

$$E(x)=\frac{L}{kc_Dt\,[1+CM\cos qx]}.$$

At $x=p/4$ this is $E=L/(kc_Dt)$: catalytic gain buys sensitivity in proportion to time. The relative dose change per unit edge displacement is

$$\frac{d\ln E}{dx}=\frac{qCM\sin qx}{1+CM\cos qx}\ \longrightarrow\ qCM .$$

A larger value means that a dose error moves the edge less. Since $M$ falls from the start, this tolerance has no interior optimum: a longer bake buys a lower dose and pays in dose latitude. For $\gamma t\gg1$, $M\approx1/(\gamma t)$, and both fall as $1/t$.

For a 45 nm line allowed to vary by ±10%, each edge may move 2.25 nm either way, a range of 4.5 nm. At 60 s, where $M=0.867$, the linearized latitude is

$$4.5\times0.0698\times0.8\times0.867\approx0.218,$$

or about 22% of the dose.

**Where gain and diffusion do compete**

Linear exposure cannot be trusted for short bakes, because the required dose becomes large and the acid generator runs out. Let $e=c_DE$ now denote the mean exposure. First-order generator decomposition gives

$$h(x,0)=1-e^{-e(1+C\cos qx)}\approx1-e^{-e}+C\,e\,e^{-e}\cos qx .$$

In the exponentials the base is the usual $e_0$; elsewhere $e$ is the exposure. The approximation is first order in $C$. Diffusion multiplies the time-integrated modulation by $M$, so

$$-\ln m=kt\left[1-e^{-e}+C\,e\,e^{-e}M\cos qx\right].$$

Keeping the edge at $p/4$ requires $kt(1-e^{-e})=L$, hence $e=-\ln(1-L/kt)$. No dose is sufficient unless $t>L/k=9.2$ s. The slope at the edge is $m_{\rm th}qkt\,C\,e\,e^{-e}M$. Substituting $kt=L/(1-e^{-e})$ gives

$$\frac{\partial m}{\partial x}=m_{\rm th}LqC\;\frac{e}{e^{e}-1}\;M(t).$$

The first time-dependent factor rises with bake time, because catalytic gain lets a smaller exposure do the work and leaves the generator less exhausted. The second falls because of diffusion. Their product vanishes at both ends of the allowed range, so it has a maximum.

For $D=0$ the second factor stays at 1, and the slope rises towards the finite value $m_{\rm th}LqC$. At this order in $C$, it is therefore diffusion that turns improvement into deterioration in this comparison.

When $e$ and $\gamma t$ are small, $e\approx L/(kt)$ and

$$\ln\frac{e}{e^e-1}\approx-\frac{L}{2kt},\qquad \ln M\approx-\frac{\gamma t}{2}.$$

Setting the derivative of the sum to zero gives $L/(2kt^2)=\gamma/2$, or

$$t_{\rm opt}\approx\sqrt{\frac{L}{k\gamma}} .$$

The estimate is 43 s; maximizing the unexpanded product gives 50 s. The difference arises because $L/(kt)$ and $\gamma t$ are each about 0.2 there, not negligible.

Saturation does not change the dose latitude at this order. At the edge, $\partial(-\ln m)/\partial\ln e=kt\,e\,e^{-e}$. Dividing the spatial slope of $-\ln m$, in magnitude, by this quantity again gives $qCM$.

At the actual contrast of 0.8, the saturated acid profile was expanded in cosines of $nqx$. Each harmonic decays at $n^2\gamma$, and the dose was solved numerically for a 45 nm line. The best bake becomes 49 s, with a slope of 0.0166 nm⁻¹.

| Bake (s) | Dose (mJ/cm²) | $\partial m/\partial x$ (nm⁻¹) | Latitude (%) |
|---:|---:|---:|---:|
| 15 | 120 | 0.0121 | 25.5 |
| 30 | 46 | 0.0160 | 24.3 |
| 60 | 21 | 0.0165 | 22.4 |
| 120 | 10 | 0.0150 | 19.4 |
| 240 | 4.9 | 0.0119 | 15.0 |

The maximum is broad. Going from 60 to 120 s halves the dose and costs about 9% of the slope, which may be a sensible trade. Going from 30 to 15 s multiplies the dose by 2.6 and lowers the slope: generator exhaustion, not diffusion, spoils the short bake.

**How far the numbers can be trusted**

The parameters are round illustrative values, not fitted to a particular resist. At 60 s the diffusion length $\sqrt{2Dt}$ is 11 nm. The 15 s bake, at 120 mJ/cm², lies far from ordinary practice and is included to show the limit. Real resists normally contain a base quencher, which the model omits. Removing acid equal to 0.02 of the generator everywhere before the fixed-dose bake moves the nominal-edge optimum to 61 s, raises its slope by 12%, and delays line loss to 172 s. This loading is below the background acid of 0.032, and a larger one changes the behaviour in kind. If a quencher equal to the mean acid, 0.16, diffuses like the acid and neutralizes it at once, the line is never lost: it narrows towards 55 nm while $S$ rises to a plateau of about 0.17 nm⁻¹.

Other changes were made one at a time in a numerical solution of the same fixed-dose bake:

- Generator saturation gives an optimum near 59 s and a slope 8% lower.
- Acid loss at 0.002 s⁻¹ gives 57 s and delays line loss to 156 s.
- A diffusivity that triples in step with full deprotection gives 48 s and loses the line at 120 s.
- A reaction rate proportional to $h^{1.5}$, matched at the mean acid level, leaves the time nearly unchanged but raises the slope by 50%. To first order this is expected, since $(1+\epsilon\cos qx)^{1.5}\approx1+1.5\epsilon\cos qx$.

For changes of this size the height of the optimum is less secure than its existence. Larger ones can remove it: with $D=0$ and an acid loss rate of at least $a$ the slope only rises to a plateau, and with $D=1$ nm²/s and loss at 0.02 s⁻¹ the maximum lies only about 2% above the long-bake value.

A fixed threshold also ignores sideways development. For a rough estimate, let a 60 nm film dissolve for 30 s at $R_{\max}(1-m)^9$, first down the bright centre and then sideways. Choose $R_{\max}=40$ nm/s so that the re-dosed 60 s bake puts the edge at $p/4$. The edges for the 30 and 120 s bakes then lie 1.7 and 1.1 nm closer to the bright centre. Returning them to $p/4$ takes about 3% and 2% more dose. The factor $qCM$ would overstate these corrections, because it describes an edge at fixed $m$, whereas here a dose change alters the dissolution rate along the whole path. For the same reason, this estimate cuts the dose latitude at 60 s from 22% to about 10%.

Finally, acid molecules are discrete. For a generator density of 0.1 nm⁻³, the re-dosed 60 s bake has about $n=0.015$ acids per nm³ at the edge. Suppose they are placed independently, and replace the random path of each one by its average spread in three dimensions. The relative variance of the accumulated acid exposure due to placement alone is then

$$\frac{1}{nt^2}\int K^2\,d^3r,\qquad K=\int_0^t\frac{e^{-r^2/4Ds}}{(4\pi Ds)^{3/2}}\,ds .$$

Averaging over a Gaussian of standard deviation 1 nm, to represent molecular size, gives 7.7% rms. Multiplying by $m_{\rm th}L$ and dividing by the slope gives an edge displacement of 1.7 nm rms. This is a value at a single point, with the random paths left out. Including them raises it to about 6 nm in the same linear estimate, while averaging through the 60 nm film brings the total back to about 2 nm. That is comparable with the 2.25 nm allowed per edge, so a smooth mean profile alone cannot certify a bake.

**Revision requested**

The manuscript should name its measure of quality and state whether dose or line width is held fixed. Its recommendation can then be recast as a choice: how much dose latitude and chemical slope to give up for a lower dose.

Numerical values quoted here were computed with a short program.
